# Forces and stress in an insulator at fixed field or fixed displacement, part 3

The problem is an insulating crystal in a macroscopic field \(\mathbf E\), at fixed charge \(d\) (open circuit) or fixed voltage \(\bar\varepsilon\) (closed circuit), in Gaussian units with \(e>0\). The cell has lattice vectors \(\mathbf a_i\), duals \(\mathbf b_i\) with \(\mathbf b_i\cdot\mathbf a_j=\delta_{ij}\), volume \(\Omega\) and strain \(\delta a_{i\mu}=\eta_{\mu\nu}a_{i\nu}\). The reduced variables are \(\bar\varepsilon_i=\mathbf a_i\cdot\mathbf E\), \(p_i=\Omega\mathbf b_i\cdot\mathbf P\) and \(d_i=\Omega\mathbf b_i\cdot\mathbf D/4\pi\); a change of branch shifts \(p_i\) and \(d_i\) by \(n_ie\).

Ion \(\kappa\) has charge \(Z_\kappa e\), position \(\mathbf R_\kappa\) and reduced coordinates \(\tau_{\kappa i}\), and \(p_i=e\sum_\kappa Z_\kappa\tau_{\kappa i}-2e\,s_i\), with \(s_i\) the Wannier centre. The orbitals have plane-wave coefficients \(c_{\mathbf k}(\mathbf G)\), with \(\mathbf q=\mathbf k+\mathbf G\), on \(N=N_1N_2N_3\) mesh points. As a rule of thumb, \(e|\bar\varepsilon_i|N_i\) should stay below about the gap.

With \(E_0\) the periodic energy functional, \(U=E_0+\Omega E^2/8\pi\) and \(F=U-\sum_i\bar\varepsilon_id_i\) both give \(\mathbf f_\kappa=\mathbf f^0_\kappa+Z_\kappa e\mathbf E\) and \(\sigma=\sigma^0+\sigma^{\rm M}\), where \(\sigma^{\rm M}_{\mu\nu}=(2E_\mu E_\nu-\delta_{\mu\nu}E^2)/8\pi\) and the superscript 0 marks derivatives of \(E_0\). Without the vacuum term \(-\Omega E^2/8\pi\) in \(F\), the stress at fixed \(\bar\varepsilon\) is \(\sigma^0\). Fixed Cartesian vectors give instead

\[ \frac1\Omega\frac{\partial F}{\partial\eta_{\mu\nu}}\Big|_{\mathbf E}=\sigma_{\mu\nu}-\frac{E_\mu D_\nu}{4\pi},\qquad \frac1\Omega\frac{\partial U}{\partial\eta_{\mu\nu}}\Big|_{\mathbf D}=\sigma_{\mu\nu}+\frac{\delta_{\mu\nu}\,\mathbf E\cdot\mathbf D-E_\mu D_\nu}{4\pi}. \]

A change of branch alters the fixed-\(\mathbf D\) tensor by

\[ \Delta t_{\mu\nu}=\frac{e}{\Omega}\sum_in_i\left(\delta_{\mu\nu}\bar\varepsilon_i-E_\mu a_{i\nu}\right). \]

Fixing \(\tilde e_j=\Omega\,\mathbf b_j\cdot\mathbf E\) gives a further tensor. The mixed derivatives of \(F\) obey

\[ \frac{\partial(\Omega\sigma_{\mu\nu})}{\partial\bar\varepsilon_i}=-\frac{\partial d_i}{\partial\eta_{\mu\nu}}\Big|_{\bar\varepsilon},\qquad \frac{\partial f_{\kappa\nu}}{\partial\bar\varepsilon_i}=\frac{\partial d_i}{\partial R_{\kappa\nu}}\Big|_{\bar\varepsilon}=e\,b_{i\mu}Z^*_{\kappa,\mu\nu}, \]

the first being the piezoelectric relation and \(Z^*\) the Born charge. With \(\epsilon\) the differential dielectric tensor, the capacitance matrix is \(C_{ij}=(\Omega/4\pi)\,\mathbf b_i\cdot\epsilon\,\mathbf b_j\), with inverse \(C^{-1}_{ij}=(4\pi/\Omega)\,\mathbf a_i\cdot\epsilon^{-1}\mathbf a_j\).

An empty capacitor cell with face area \(A=36\) bohr\(^2\) and electrode charge \(0.02\,e\) has \(\sigma_{zz}=2\pi(0.02/36)^2=1.939\times10^{-6}\) Ha/bohr\(^3\), the attraction of its plates per area.

Let \(\lambda\) be a displacement or strain, a subscript \(\lambda\) a derivative, and \(d_\lambda\) the vector \(\partial d/\partial\lambda\) at fixed \(\bar\varepsilon\). At fixed \(d\), \(C\,d\bar\varepsilon/d\lambda+d_\lambda=0\). Differentiating \(U_\lambda=F_\lambda(\bar\varepsilon(\lambda),\lambda)\) once more, with \(\partial F_\lambda/\partial\bar\varepsilon=-d_\lambda\), gives

\[ U_{\lambda\lambda}=F_{\lambda\lambda}-d_\lambda^{T}\frac{d\bar\varepsilon}{d\lambda}=F_{\lambda\lambda}+d_\lambda^{T}C^{-1}d_\lambda . \]

When \(\epsilon\) is positive definite the open circuit is at least as stiff as the closed one. For a displacement of ion \(\kappa\) along \(\nu\), let \(\mathbf z\) be the vector with components \(Z^*_{\kappa,\mu\nu}\); then \(d_{\lambda i}=e\,\mathbf b_i\cdot\mathbf z\), and \(\sum_i(\mathbf b_i\cdot\mathbf z)\mathbf a_i=\mathbf z\) turns the correction into \((4\pi e^2/\Omega)\,\mathbf z\cdot\epsilon^{-1}\mathbf z\). If \(d_1,\bar\varepsilon_2,\bar\varepsilon_3\) are fixed, the same steps with one index give \(d_{\lambda1}^2/C_{11}=4\pi e^2(\hat{\mathbf n}\cdot\mathbf z)^2/(\Omega\,\hat{\mathbf n}\cdot\epsilon\,\hat{\mathbf n})\), with \(\hat{\mathbf n}\) along \(\mathbf b_1\), which is the form of the non-analytic term behind the LO–TO splitting. A structure that is stationary in one ensemble is stationary in the other, but its stability can differ.

A model with round parameters, representing no material, allows all of this to be computed. The cell holds two ions A and B with \(Z=1\) and two independent electrons in one band; there is no Hartree, exchange–correlation or local-field term, so at fixed \(\bar\varepsilon\), where the field is given, the electrons do not interact, and at fixed \(d\) they interact only through the macroscopic field. Each ion is a well \(-V_\kappa e^{-r^2/2w_\kappa^2}\), whose Fourier coefficient is \(V_\kappa(\mathbf G)=-V_\kappa(2\pi w_\kappa^2)^{3/2}\Omega^{-1}e^{-G^2w_\kappa^2/2}e^{-i\mathbf G\cdot\mathbf R_\kappa}\), and A–B pairs repel through \(\phi(r)=A_{\rm BM}e^{-r/\rho}\). With \(n(\mathbf G)=(2/N)\sum_{\mathbf k}\sum_{\mathbf G'}c^*_{\mathbf k}(\mathbf G'+\mathbf G)c_{\mathbf k}(\mathbf G')\) and \(\mathbf r=\mathbf R_B+\mathbf T-\mathbf R_A\),

\[ E_0=\frac2N\sum_{\mathbf k,\mathbf G}\frac{\hbar^2q^2}{2m}|c|^2+\sum_{\kappa,\mathbf G}n(\mathbf G)V_\kappa(\mathbf G)+\sum_{\mathbf T}\phi(r). \]

A displacement acts on the phase, \(\partial V_\kappa/\partial\mathbf R_\kappa=-i\mathbf GV_\kappa\), and on \(r\), with \(\partial r/\partial\mathbf R_B=\mathbf r/r=-\partial r/\partial\mathbf R_A\), so \(\mathbf f^0_{A,B}=\sum_{\mathbf G}i\mathbf G\,nV_{A,B}\pm\sum_{\mathbf T}\phi'\mathbf r/r\). Under strain all wave vectors change like \(\mathbf b\), so \(\partial q^2/\partial\eta_{\mu\nu}=-2q_\mu q_\nu\); the phases \(\mathbf G\cdot\mathbf R_\kappa\) are \(2\pi\) times integers times \(\tau\) and do not change; the factor \(1/\Omega\) gives \(-\delta_{\mu\nu}\); the Gaussian gives \(+w_\kappa^2G_\mu G_\nu\); and \(\partial r/\partial\eta_{\mu\nu}=r_\mu r_\nu/r\). Hence

\[ \Omega\sigma^0_{\mu\nu}=-\frac2N\sum_{\mathbf k,\mathbf G}\frac{\hbar^2q_\mu q_\nu}{m}|c|^2+\sum_{\kappa,\mathbf G}nV_\kappa\left(w_\kappa^2G_\mu G_\nu-\delta_{\mu\nu}\right)+\sum_{\mathbf T}\phi'\,\frac{r_\mu r_\nu}{r}. \]

In atomic units, \(\mathbf a_1=(6,0,0)\), \(\mathbf a_2=(1,6.5,0)\), \(\mathbf a_3=(0.5,1,7)\) bohr, \(\Omega=6\times6.5\times7=273\) bohr\(^3\), \(\tau_A=0\), \(\tau_B=(0.50,0.45,0.60)\); the depths are 2.0 and 0.8 Ha, the widths 1.2 and 1.0 bohr, \(A_{\rm BM}=50\) Ha and \(\rho=0.6\) bohr. The mesh has \(N_i=4\) and 70 plane waves per point. This finite basis is part of the model: the stress is the derivative at a fixed set of plane waves. It is far from converged with the basis: at zero field, going from 70 to several hundred plane waves keeps the signs of the diagonal components but takes \(\sigma_{zz}\) from about \(-270\) to about \(-500\) and \(\sigma_{xx}\) from about \(-130\) to about \(-360\), in units of \(10^{-6}\) Ha/bohr\(^3\). Its magnitude, and the percentages of it quoted below, belong to this small basis and not to the limit of a complete one. The force constants and strain curvatures given below are likewise values for this basis and mesh. The structure is not at equilibrium. The voltages \(\bar\varepsilon=(0.010,-0.015,0.030)\) Ha/\(e\) give \(e|\bar\varepsilon_3|N_3=0.12\) Ha against a zero-field gap of 0.47 Ha on the mesh, or 0.45 Ha when sampled at \(\Gamma\) and the zone-boundary points, which this mesh does not contain. Solving \(\mathbf a_i\cdot\mathbf E=\bar\varepsilon_i\) in turn, \(E_x=0.010/6=0.001667\), \(E_y=(-0.015-E_x)/6.5=-0.002564\), \(E_z=(0.030-0.5E_x-E_y)/7=0.004533\), and \(|\mathbf E|=5.468\times10^{-3}\) au, or \(2.81\times10^9\) V/m. This field is above the breakdown strength of common dielectrics and serves to make the field terms easy to resolve; at \(10^8\) V/m the Maxwell stress quoted below would fall to about \(4\times10^{-5}\) GPa and the fixed-\(\mathbf E\) excess, nearly linear in the field, to about 0.08 GPa.

The stationary state has \(s_3=-0.002814\), so \(p_3=0.60+2\times0.002814=0.605628\,e\). Since \(\mathbf b_3=(0,0,1/7)\), \(d_3-p_3=273\times0.004533/(7\times4\pi)=0.01407\,e\), giving \(d_3=0.61970\,e\); the full vector is \(d=(0.508934,0.434709,0.619697)\,e\), and \(\mathbf D=(0.174832,0.158590,0.199675)\) au. Solving afresh at this fixed \(d\), starting from the zero-field orbitals, returns the same voltages, and \(U-F=-1.09571647+1.11287607=0.01715960\) Ha equals \(\sum_i\bar\varepsilon_id_i=0.0050893-0.0065206+0.0185909\).

The force on A along \(z\) is \(0.0169025+0.004533=0.0214355\) Ha/bohr and that on B is \(-0.0259685+0.004533=-0.0214355\) Ha/bohr. The two \(f^0_z\) sum to \(-0.009066\), which is \(-2eE_z\). Central differences of the re-minimized \(U\) at fixed \(d\) and \(F\) at fixed \(\bar\varepsilon\) reproduce all six components to the seven decimals printed.

Stresses are given in units of \(10^{-6}\) Ha/bohr\(^3\). With \(E^2=2.990\times10^{-5}\) and \(2E_z^2=4.110\times10^{-5}\), the Maxwell component is \(\sigma^{\rm M}_{zz}=1.120\times10^{-5}/8\pi\), or \(0.4455\), and \(\sigma_{zz}=-270.9854+0.4455=-270.540\), which is \(-7.96\) GPa. The other diagonal components are \(-3.94\) and \(-6.15\) GPa, so with this fixed set of plane waves the cell would lower its energy by expanding. The finite differences at fixed \(d\) and at fixed \(\bar\varepsilon\) are tested against \(\sigma\) for all nine strain components, the printed ones agreeing to four decimals, which resolves the Maxwell term; the enthalpy without its vacuum term gives \(\sigma^0_{zz}=-270.9854\) instead. The largest Maxwell component is 0.03 GPa in magnitude, about 0.4 % of the largest component of \(\sigma\).

The Cartesian constraints cost far more. At fixed \(\mathbf E\) the \(zz\) excess is \(-0.004533\times0.199675/4\pi\), or \(-72.03\), which is 2.1 GPa in magnitude and 27 % of \(|\sigma_{zz}|\). At fixed \(\mathbf D\) the diagonal is raised by \(\sum_i\bar\varepsilon_id_i/\Omega=0.0171596/273\), or \(62.86\), so the \(zz\) excess becomes \(-9.17\) and the \(yy\) excess \(32.36+62.86=95.22\), which is 2.8 GPa and 46 % of \(|\sigma_{yy}|=209.20\). The ratio of these terms to \(\sigma^{\rm M}\) scales as \(D/E\) by the formulas; \(D_z/E_z\) is 44 on this branch, and component by component the ratio lies between about 20 and 160. In both cases the \(xy\) excess is \(-21.03\) and the \(yx\) excess \(+35.67\); their difference \(-56.71\) is \(-(\mathbf E\times\mathbf P)_z\). Moving ion B by \(-\mathbf a_1\) selects the branch \(n_1=-1\) with \(d_1=-0.491066\,e\). At fixed \(d\) the three components tested stay at \(-209.200\), \(109.874\) and \(109.874\) for \(yy\), \(xy\) and \(yx\). At fixed \(\mathbf D\) the formula for \(\Delta t\) predicts \(-\bar\varepsilon_1/\Omega=-0.010/273\), or \(-36.63\), for \(yy\); zero for \(xy\), because \(a_{1y}=0\); and \(E_ya_{1x}/\Omega=-0.002564\times6/273\), or \(-56.35\), for \(yx\). The computed changes are \(-150.614+113.984=-36.630\), \(88.840-88.840=0\) and \(89.194-145.547=-56.353\).

The clamped-ion dielectric tensor obtained on this mesh is nearly isotropic, with \(\epsilon_{zz}=1.2366\) (a value for this field, mesh and basis; the zero-field sum over states in a large basis gives 1.227, about 0.01 lower) and off-diagonal elements below 0.004 in magnitude, and for B moving along \(z\) the vector \(\mathbf z\) is \((0.004,-0.015,1.021)\). Keeping the \(zz\) elements alone, the stiffening is \((4\pi/273)\times1.02134^2/1.23662=0.03883\) Ha/bohr\(^2\), and the full tensor expression gives 0.038834. The force constants obtained from differences of the forces are 0.071780 at fixed \(d\) and 0.032946 at fixed \(\bar\varepsilon\), which differ by that amount: the same force, with a slope more than twice as large in open circuit. For the strain \(\eta_{zz}\) the charge response at fixed voltage is \(d_\lambda=(0.0060,0.0011,-0.0269)\,e\). Part of it is geometric: \(d_3-p_3=\Omega b_{3z}E_z/4\pi\) has one factor that grows and two that shrink with \(\eta_{zz}\), so its derivative is \(-(d_3-p_3)=-0.0141\,e\), and the remaining \(-0.0129\,e\) is the change of \(p_3\), which at fixed \(\tau\) equals \(-2e\,\partial s_3/\partial\eta_{zz}\), so the Wannier centre shifts by about \(+0.0064\) in reduced coordinates per unit strain. Only about \(-0.006\,e\) of this change of \(p_3\) is present at zero field; the rest comes from the field-induced part of \(p_3\), about \((\epsilon_{zz}-1)\times0.0141=0.0033\,e\), which carries the same two shrinking factors. The curvatures are 0.53206 and 0.53070 Ha, and their difference, 0.00136 Ha or 0.26 % of either, equals \(d_\lambda^TC^{-1}d_\lambda\). The piezoelectric relation between \(\partial(\Omega\sigma)/\partial\bar\varepsilon\) and \(\partial d/\partial\eta\) is tested for all components as well. The fixed-\(\tilde e\) tensor, the force form of the mixed-derivative relation and the one-index stiffening were derived above and are not among the numerical tests.

## Computed values

```
a1,a2,a3 (bohr): 6.0 0.0 0.0 1.0 6.5 0.0 0.5 1.0 7.0
tau_A,tau_B (reduced): 0.00 0.00 0.00 0.50 0.45 0.60
Z (e), well depth (Ha), width (bohr): 1.0 1.0 2.0 0.8 1.2 1.0
Born-Mayer A (Ha), rho (bohr): 50.0 0.6
k per string, plane waves per k, step h: 4 70 0.0001
Omega (bohr^3): 273.00
zero-field gap (Ha): 0.4715
ebar (Ha/e): 0.010 -0.015 0.030
E (au): 0.001667 -0.002564 0.004533
|E| (au), (V/m): 5.4681e-03 2.8118e+09
Wannier centre s (reduced): -0.001141 0.002278 -0.002814
p (e): 0.502283 0.445443 0.605628
d (e): 0.508934 0.434709 0.619697
P (au): 0.013780 0.012824 0.015529
D (au): 0.174832 0.158590 0.199675
E0, U, F, ebar.d (Ha): -1.09604125 -1.09571647 -1.11287607 0.01715960
Omega E^2/8pi (Ha): 3.2479e-04
f0_A (Ha/bohr): 0.0001768 -0.0104121 0.0169025
f_A analytic (Ha/bohr): 0.0018435 -0.0129762 0.0214355
f_A FD fixed d (Ha/bohr): 0.0018435 -0.0129762 0.0214355
f_A FD fixed ebar (Ha/bohr): 0.0018435 -0.0129762 0.0214355
f0_B (Ha/bohr): -0.0035101 0.0155403 -0.0259685
f_B analytic (Ha/bohr): -0.0018435 0.0129762 -0.0214355
f_B FD fixed d (Ha/bohr): -0.0018435 0.0129762 -0.0214355
f_B FD fixed ebar (Ha/bohr): -0.0018435 0.0129762 -0.0214355
sum f0, -2eE (Ha/bohr): -0.0033333 0.0051282 -0.0090659 -0.0033333 0.0051282 -0.0090659
stress in 1e-6 Ha/bohr^3, order xx yy zz yz xz xy
sigma0: -132.8244 -208.5330 -270.9854 180.0554 -27.6424 110.2140
Maxwell: -0.9686 -0.6665 0.4455 -0.9249 0.6012 -0.3401
sigma: -133.7930 -209.1995 -270.5400 179.1305 -27.0412 109.8740
FD fixed d: -133.7930 -209.1995 -270.5400 179.1305 -27.0412 109.8740
FD fixed ebar: -133.7930 -209.1995 -270.5400 179.1305 -27.0412 109.8740
FD no vacuum term: -132.8244 -208.5330 -270.9854 180.0554 -27.6424 110.2140
sigma (GPa): -3.9363 -6.1549 -7.9596 5.2702 -0.7956 3.2326
Maxwell (GPa): -0.02850 -0.01961 0.01311 -0.02721 0.01769 -0.01001
FD Ecart minus sigma, row x (1e-6): -23.188 -21.034 -26.483
FD Ecart minus sigma, row y (1e-6): 35.674 32.359 40.743
FD Ecart minus sigma, row z (1e-6): -63.066 -57.207 -72.027
largest Ecart error (GPa): 2.119
FD Dcart minus sigma, row x (1e-6): 39.668 -21.034 -26.483
FD Dcart minus sigma, row y (1e-6): 35.674 95.215 40.743
FD Dcart minus sigma, row z (1e-6): -63.066 -57.207 -9.172
largest Dcart error (GPa): 2.801
E x P (1e-6 Ha/bohr^3): -97.950 36.583 56.707
second branch d (e): -0.491066 0.434709 0.619697
branch 2 fixed d yy xy yx (1e-6): -209.200 109.874 109.874
branch 2 Dcart yy xy yx (1e-6): -150.614 88.840 89.194
branch 1 Dcart yy xy yx (1e-6): -113.984 88.840 145.547
eps clamped-ion xx yy zz yz xz xy: 1.24415 1.23766 1.23662 -0.00387 0.00120 -0.00165
Z*_B(mu,z) (e): 0.00440 -0.01538 1.02134
K_zz(B) d, ebar, diff, formula (Ha/bohr^2): 0.071780 0.032946 0.038834 0.038834
dd/deta_zz at fixed ebar (e): 0.005989 0.001139 -0.026932
d2/deta_zz2 d, ebar, diff, formula (Ha): 0.5320611 0.5307022 0.0013589 0.0013589
empty cell q (e), side, height (bohr): 0.02 6 7
empty cell sigma_zz, plate pull (Ha/bohr^3): 1.93925e-06 1.93925e-06
```
